# Activation entropy and the Eyring prefactor of a surface reaction

## Problem

In an atomic layer deposition step at $T=473$ K, an adsorbed precursor molecule takes a proton from a surface hydroxyl group and releases a volatile product. The elementary step is first order in the adsorbed molecule. Its activation entropy is $\Delta S^\ddagger=-50$ J/(mol K).

(a) Show that the Eyring prefactor, the factor multiplying $\exp(-\Delta H^\ddagger/RT)$ in the rate constant, is about $2.4\times10^{10}$ s$^{-1}$.

(b) What prefactor would an Arrhenius plot of the same rate constant give?

(c) By what factor must four soft vibrations of the adsorbate stiffen at the transition state to produce this entropy?

(d) Let the activation enthalpy be 0.60 eV. The molecule can also desorb, with rate constant $k_d=\nu_d\exp(-E_d/k_BT)$, $\nu_d=10^{15}$ s$^{-1}$ and $E_d=1.00$ eV. What is the probability that it reacts before it desorbs, and what would it be if $\Delta S^\ddagger$ were zero?

The reactant is assumed to be in thermal equilibrium, and a trajectory that crosses the transition state is assumed not to return. These are the assumptions of transition-state theory.

## First estimate by scaling

Thermal energy divided by Planck's constant sets the frequency scale, $k_BT/h\approx10^{13}$ s$^{-1}$ at this temperature. Entropy enters a rate as $\exp(\Delta S^\ddagger/R)$, so one factor of ten corresponds to $R\ln10=19.1$ J/(mol K), or roughly 20. An entropy of $-50$ J/(mol K) therefore costs about 2.5 decades:

$$A\sim10^{13-2.5}\ \text{s}^{-1}\approx3\times10^{10}\ \text{s}^{-1}.$$

At this level the Eyring and Arrhenius prefactors are not distinguished.

If four vibrations share the 2.5 decades equally, each stiffens by about $10^{2.5/4}\approx4.2$.

For the competition with desorption, take $k_BT\approx0.04$ eV. The desorption energy exceeds the activation enthalpy by 0.40 eV, which is $10\,k_BT$, so

$$\frac{k}{k_d}\sim10^{10.5-15}\,e^{10}\approx0.7,$$

and the reaction probability is about $0.7/1.7\approx0.4$. Without the entropy penalty the ratio would be $10^{2.5}$ times larger, and nearly every molecule would react.

## Exact solution within transition-state theory

### The rate as a flux

Let $x$ be the reaction coordinate, with reactants at $x<0$ and the transition state at $x=0$. Let its kinetic energy separate as $p^2/2m$. The system has $N$ degrees of freedom including $x$, and $\beta=1/k_BT$.

During a short time $dt$, a molecule with velocity $v=p/m>0$ crosses $x=0$ if it starts within a distance $v\,dt$ of it. Averaging over the equilibrium distribution and dividing by the probability of being a reactant gives

$$k=\frac{\langle v\,\theta(v)\,\delta(x)\rangle}{\langle\theta(-x)\rangle},$$

where $\theta$ is the unit step function. The absence of recrossing is used here: each forward crossing counts as one reaction.

Define the classical partition functions, with energies measured from a common zero, as

$$Q=\frac1{h^N}\int_{x<0}e^{-\beta H}\,d\Gamma,\qquad Q^\ddagger=\frac1{h^{N-1}}\int e^{-\beta H^\ddagger}\,d\Gamma^\ddagger .$$

Here $H^\ddagger$ is the energy at $x=0$ without the kinetic energy along $x$, and $d\Gamma^\ddagger$ covers the other $N-1$ coordinates and their momenta. The normalization of the equilibrium distribution cancels between numerator and denominator, so

$$k=\frac{h^{N-1}Q^\ddagger}{h^NQ}\int_0^\infty\frac pm\,e^{-\beta p^2/2m}\,dp .$$

With $s=p^2/2m$ and $ds=(p/m)\,dp$, the integral is $\int_0^\infty e^{-\beta s}ds=k_BT$. Hence

$$k=\frac{k_BT}{h}\,\frac{Q^\ddagger}{Q}.$$

In this classical result $Q^\ddagger/Q$ is itself proportional to $h$, because the reactant has one more degree of freedom, so $h$ drops out of the rate. For quantized vibrations the usual extension replaces the phase-space integrals by sums over levels. That is a further approximation, since motion along $x$ is still treated classically.

### From partition functions to entropy

For populations $p_i=e^{-\beta\epsilon_i}/Q$, we have $\ln p_i=-\beta\epsilon_i-\ln Q$. The entropy is therefore

$$S=-k_B\sum_ip_i\ln p_i=\frac UT+k_B\ln Q .$$

Solving for $Q$ gives $Q=\exp(S/k_B)\exp(-U/k_BT)$. The same relation holds for $Q^\ddagger$. Taking the ratio and passing to molar quantities,

$$k=\frac{k_BT}{h}\,e^{\Delta S^\ddagger/R}\,e^{-\Delta U^\ddagger/RT}.$$

No gas is consumed or formed on the way to the transition state, so the pressure-volume term is negligible and $\Delta U^\ddagger=\Delta H^\ddagger$. Because the step is unimolecular, no standard concentration enters. The Eyring prefactor is

$$A_E=\frac{k_BT}{h}\,e^{\Delta S^\ddagger/R}.$$

### (a) The number

The two factors are

$$\frac{k_BT}{h}=9.856\times10^{12}\ \text{s}^{-1},\qquad\frac{\Delta S^\ddagger}{R}=\frac{-50}{8.3145}=-6.014,$$

and $e^{-6.014}=2.445\times10^{-3}$. Therefore

$$A_E=9.856\times10^{12}\times2.445\times10^{-3}\ \text{s}^{-1}=2.41\times10^{10}\ \text{s}^{-1},$$

as was to be shown. The entropy reduces the prefactor by a factor of 409. At 473 K this is equivalent to raising the barrier by $-T\Delta S^\ddagger=0.245$ eV at zero activation entropy.

### (b) The Arrhenius prefactor

An Arrhenius plot defines $E_a=-R\,d\ln k/d(1/T)$ and $A_{\rm Arr}=k\,e^{E_a/RT}$. Write $b=1/T$ and hold $\Delta H^\ddagger$ and $\Delta S^\ddagger$ fixed:

$$\ln k=\ln\frac{k_B}{h}-\ln b+\frac{\Delta S^\ddagger}{R}-\frac{\Delta H^\ddagger}{R}\,b .$$

The derivative with respect to $b$ is $-1/b-\Delta H^\ddagger/R=-T-\Delta H^\ddagger/R$, so

$$E_a=\Delta H^\ddagger+RT,\qquad A_{\rm Arr}=e\,A_E=6.55\times10^{10}\ \text{s}^{-1}.$$

For $\Delta H^\ddagger=0.60$ eV the slope gives $E_a=0.641$ eV. The rate constant is the same in both descriptions; the extra $RT$ in the energy compensates the factor $e$. An entropy extracted by setting $A_{\rm Arr}$ equal to $A_E$ would be too high by $R=8.3$ J/(mol K).

### The classical limit and a narrowing channel

The factor $e$ has a direct meaning when all vibrations are harmonic and classical. A mode of frequency $\nu$ then has partition function $k_BT/h\nu$. With $N$ reactant modes, $N-1$ transition-state modes and a potential barrier $E_b$,

$$k=\frac{\prod_{i=1}^{N}\nu_i}{\prod_{j=1}^{N-1}\nu_j^\ddagger}\,e^{-E_b/k_BT}.$$

Each classical mode carries energy $k_BT$, and the transition state has one mode fewer, so $\Delta H^\ddagger=E_b-k_BT$ per molecule. It follows that $E_a=E_b$, and the ratio of frequency products is $A_{\rm Arr}=eA_E$.

A two-dimensional classical model shows how geometry contributes to the activation entropy. Let

$$V=E_b\left[\left(\frac xa\right)^2-1\right]^2+\frac{k_BT}{2}\,s(x)\,\eta^2,\qquad s(x)=\exp\!\left[L\,e^{-(x/0.3a)^2}\right],$$

with $E_b=0.60$ eV, $a=0.10$ nm and a mass of 72 u along $x$. The scaled transverse coordinate $\eta$ moves in a channel that narrows towards $x=0$. Its frequency there is $e^{L/2}$ times that in a wide channel with $s=1$, which is nearly the case at the reactant minimum.

Integrating the Boltzmann distribution numerically, and adjusting $L$ until $\Delta S^\ddagger=-50$ J/(mol K), gives a frequency ratio of 60. The flux formula, which contains no $h$, then gives $k=2.69\times10^4$ s$^{-1}$, and the energy averages give $\Delta H^\ddagger=0.5587$ eV. Dividing out the enthalpy factor,

$$2.69\times10^4\ \text{s}^{-1}\times e^{0.5587/0.04076}=2.41\times10^{10}\ \text{s}^{-1},$$

in agreement with (a).

The harmonic formula explains the size. At the minimum $V''=8E_b/a^2$, so the frequency along $x$ is

$$\nu_x=\frac1{2\pi}\sqrt{\frac{8E_b}{ma^2}}=4.04\times10^{12}\ \text{s}^{-1}.$$

Dividing by 60 gives $6.7\times10^{10}$ s$^{-1}$, within 3% of $eA_E$. The narrowing accounts for $-R\ln60=-34$ J/(mol K) of the activation entropy. The remaining $-16$ J/(mol K) arises because the transition state excludes the motion along $x$. In this model the crossing is attempted at an ordinary vibrational frequency, but besides enough energy along $x$ an attempt must arrive at $x=0$ with a transverse displacement $\eta$ about 60 times smaller than is typical in the well. The mass of 72 u moving along $x$ illustrates the role of entropy; it does not describe the motion of the transferred proton. A 60-fold stiffening of one mode also stays classical only if the mode starts at a few cm$^{-1}$: a quantized mode at 30 cm$^{-1}$ has only 28 J/(mol K) of entropy at 473 K and cannot lose 34, so in a real adsorbate the loss must be shared among several modes.

### (c) Stiffening of soft modes

For a quantum oscillator let $z=h\nu/k_BT$. Measured from the ground level, $Q=1/(1-e^{-z})$ and $U/k_BT=z/(e^z-1)$. The relation $S/k_B=U/k_BT+\ln Q$ gives

$$\frac SR=\frac{z}{e^z-1}-\ln(1-e^{-z}).$$

For small $z$, the first term is $1-z/2+z^2/12$. The logarithm is $\ln(1-e^{-z})=\ln z-z/2+z^2/24$. Subtracting,

$$\frac SR\approx1-\ln z+\frac{z^2}{24}.$$

Suppose the reaction coordinate is the O–H stretch, near 3700 cm$^{-1}$. At 473 K, $k_BT/hc=329$ cm$^{-1}$, so this mode has $z\approx11$ and almost no entropy to lose. The entropy change then comes from the four soft modes:

$$\Delta S^\ddagger\approx-R\ln\prod_{i=1}^4\frac{\nu_i^\ddagger}{\nu_i}.$$

In this approximation the product of the four ratios is 409, so their geometric mean is $409^{1/4}\approx4.5$. This is the classical limit. With the full quantum entropy, a common factor of 4.6 is needed for modes at 30, 40, 50 and 60 cm$^{-1}$, and 5.4 for modes at 100, 120, 150 and 180 cm$^{-1}$.

As an example with round values, let modes at 30, 40, 50 and 60 cm$^{-1}$ become modes at 150, 180, 220 and 250 cm$^{-1}$. The product of ratios is 412.5, and the logarithmic rule gives $-50.1$ J/(mol K). Summing over the oscillator levels, with the O–H stretch included in the reactant, gives $-49.6$ J/(mol K). The difference of 0.5 J/(mol K) is the $z^2/24$ term, which is larger for the stiffer modes. The corresponding prefactor is $2.5\times10^{10}$ s$^{-1}$.

### (d) Reaction or desorption

With $k_BT=0.04076$ eV,

$$k=2.41\times10^{10}\,e^{-0.60/0.04076}\ \text{s}^{-1}=9.75\times10^3\ \text{s}^{-1},$$

$$k_d=10^{15}\,e^{-1.00/0.04076}\ \text{s}^{-1}=2.21\times10^4\ \text{s}^{-1}.$$

The molecule is still adsorbed and unreacted at time $t$ with probability $e^{-(k+k_d)t}$. Its total probability of reacting is

$$P=\int_0^\infty k\,e^{-(k+k_d)t}\,dt=\frac{k}{k+k_d}=0.31 .$$

If $\Delta S^\ddagger$ were zero, with both energies and the desorption rate unchanged, $k$ would be $3.99\times10^6$ s$^{-1}$ and $P$ would be 0.994. For these parameters the activation entropy turns a nearly certain reaction into one that loses to desorption about two times in three.

This is the probability for one adsorption event. During a precursor pulse, new molecules keep arriving, so a small $P$ slows saturation of the surface but does not by itself prevent it.

## Comparison of the two

The scaling estimate $10^{10.5}=3.16\times10^{10}$ s$^{-1}$ is 31% above the Eyring prefactor. Rounding $k_BT/h$ up to $10^{13}$ s$^{-1}$ contributes a factor of 1.015. Rounding $R\ln10$ up to 20 J/(mol K) contributes $409/316=1.29$. The estimate lies between the Eyring and Arrhenius prefactors, so it cannot settle which of them is meant; the derivation is needed for the factor $e$.

The estimated stiffening of 4.2 per mode compares with 4.5. The estimated ratio $k/k_d\approx0.7$ compares with $0.975/2.21=0.44$. It is too high partly because of the prefactor and partly because $0.40/0.04076$ is 9.8, not 10. The resulting probabilities are 0.4 and 0.31. The estimate finds the correct regime, in which the two channels compete, but near equal rates a modest error in an exponent is visible in $P$.

### What the model leaves out

The step is patterned on trimethylaluminium reacting with hydroxylated alumina near 200 °C, where the released product is methane. The parameters are round illustrative values, not data for that surface. A real surface also breaks the assumption of a single barrier, because sites differ and neighbouring adsorbates shift the energies. A shift of 0.05 eV changes $k$ by a factor of 3.4. With $k_d$ held fixed, $P$ then ranges from 0.11 to 0.60. An error of 10 J/(mol K) in the entropy has nearly the same effect, a factor of 3.3.

Proton tunnelling raises the rate. For an inverted parabola, one-dimensional scattering theory gives the transmission probability $1/(1+e^{-2\pi\varepsilon/u})$. Here $\varepsilon$ is the energy relative to the barrier top in units of $k_BT$, and $u=h\nu_b/k_BT$, with $\nu_b$ the magnitude of the imaginary frequency. Averaging over thermal energies gives the correction

$$\kappa=\int_{-\varepsilon_b}^{\infty}\frac{e^{-\varepsilon}}{1+e^{-2\pi\varepsilon/u}}\,d\varepsilon ,$$

where $\varepsilon_b$ is the barrier height in units of $k_BT$. For a classical step in transmission at $\varepsilon=0$, $\kappa$ equals 1. For 1000 cm$^{-1}$ and a barrier of 0.60 eV, $u=3.04$ and numerical integration gives $\kappa=1.5$. This raises $P$ to 0.40. The correction depends strongly on the curvature of the barrier: at 1500 cm$^{-1}$ the same integral gives $\kappa=3.0$. There the shape of the barrier away from its top begins to matter: a symmetric Eckart barrier of the same height and curvature gives 2.7, while at 1000 cm$^{-1}$ both shapes give 1.5. Recrossing acts in the opposite direction and is not estimated here.

Soft modes need not be harmonic. If one reactant mode moves classically in a single cosine well $\tfrac12W(1-\cos\phi)$ with $W=0.10$ eV, numerical integration gives it 1.9 J/(mol K) more entropy than its harmonic approximation. The reactant then has more entropy to lose, and the prefactor falls by 20%. Its mean energy also rises, which lowers $\Delta H^\ddagger$, so at a fixed potential barrier the rate falls by only 13%. The sign depends on the depth: for $W=0.02$ eV the well has less entropy than its harmonic approximation.

Temperature also affects the prefactor. With $\Delta S^\ddagger$ held at $-50$ J/(mol K), $A_E$ rises from $2.2\times10^{10}$ s$^{-1}$ at 423 K to $2.9\times10^{10}$ s$^{-1}$ at 573 K. This linear dependence suits the case in (c), where equal numbers of nearly classical modes are present on both sides. If instead all modes, including the reaction coordinate, are classical and harmonic, $\Delta S^\ddagger$ itself contains $-R\ln T$, and $A_E$ does not depend on temperature.

The value $2.4\times10^{10}$ s$^{-1}$ thus follows firmly from the stated entropy, but a prediction for a particular surface is no better than the entropy supplied to it: in the examples above, 10 J/(mol K) matters more than tunnelling at 1000 cm$^{-1}$ or the anharmonicity of one mode, while tunnelling through a more sharply curved barrier can matter as much.

All numerical values are calculated from the stated model.
